**Two-sided bounds for a single-valley donor**

The program brackets the ground level E0 of an anisotropic-mass donor by E − v/(μ−E) ≤ E0 ≤ E, where E and v are the mean and variance of the Hamiltonian in an ellipsoidal exponential and μ is a lower bound on the next even level E1. It asserts that the closed-form moments agree with symbolic differentiation followed by quadrature. It also asserts, in a finite basis, the operator inequality behind μ, and that the inequality fails when its rank-two part is inflated by 20%. A separate Laguerre–Legendre diagonalisation confirms the ordering of the bounds and levels at two mass ratios, and a further case shows that a value of μ above E1 can give a false bound. For rough silicon parameters the output gives a bracket 0.76 meV wide, with a converged variational reference of −31.23 meV inside it. The remaining lines size effects outside the model, including a rough central-cell and intervalley lowering of 17 meV.

## Check in Python

```python
"""
Two-sided bounds on the ground level E0 of a one-valley donor,
    H = -dx^2 - dy^2 - gamma dz^2 - 2/r   (effective Rydberg units),
gamma = transverse mass / longitudinal mass < 1.
Result under test:  E - v/(mu - E) <= E0 <= E,
where E and v are mean and variance of H in exp(-sqrt((x^2+y^2)/a^2+z^2/b^2))
and mu is a lower bound on the second even-parity level E1, with E < mu.
mu comes from a solvable operator lying below H: a Coulomb problem of
strength kappa plus a rank-two part built on its 1s and 2s states.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import eval_genlaguerre, lpmv


def moments(a, b, gamma):
    """Closed forms of <H> and <H^2> for the ellipsoidal exponential, a > b."""
    e = np.sqrt(1 - (b / a)**2)
    al, be = 1 / a**2, gamma / b**2
    F = np.arcsin(e) / (a * e)
    J = (np.arcsin(e) - e * np.sqrt(1 - e**2)) / (2 * a * e**3)
    G = np.arctanh(e) / (a**2 * e)
    mean = (2 * al + be) / 3 - 2 * F
    square = ((8 * al**2 + 4 * al * be + 3 * be**2) / 3
              - 4 * (al + 2 * be) * F - 12 * (al - be) * J + 8 * G)
    return mean, square


def energy_optimum(gamma):
    """One-variable optimisation over eta = b/a after removing the scale."""
    def scaled(eta):
        e = np.sqrt(1 - eta**2)
        return -3 * (np.arcsin(e) / e)**2 / (2 + gamma / eta**2)
    eta = minimize_scalar(scaled, bounds=(0.1, 0.995), method="bounded",
                          options={"xatol": 1e-10}).x
    e = np.sqrt(1 - eta**2)
    a = (2 + gamma / eta**2) / 3 / (np.arcsin(e) / e)
    return a, eta * a, scaled(eta)


def temple(mean, square, mu):
    return mean - (square - mean**2) / (mu - mean)


def angular_factor(u, gamma):
    return 1 / np.sqrt(1 - (1 - gamma) * u**2)


def harmonic_gap(kappa, gamma):
    val = quad(lambda u: 1 / (kappa - angular_factor(u, gamma)), 0, 1,
               epsabs=1e-12, epsrel=1e-12, limit=300)[0]
    return 1 / val


R_MATRIX = np.array([[1.5, -32 * np.sqrt(2) / 81],
                     [-32 * np.sqrt(2) / 81, 6.0]])


def comparison_levels(kappa, gamma):
    """Rank-two block eigenvalues and the lowest untouched even level."""
    h = harmonic_gap(kappa, gamma)
    block = (np.diag([-kappa**2, -kappa**2 / 4])
             + 2 * h * kappa * np.linalg.inv(R_MATRIX))
    return np.linalg.eigvalsh(block), -kappa**2 / 9


def second_level_bound(gamma):
    top = 1 / np.sqrt(gamma)

    def mismatch(kappa):
        block, rest = comparison_levels(kappa, gamma)
        return block[1] - rest
    kappa = brentq(mismatch, 1.0005 * top, 1.3 * top, xtol=1e-12)
    block, rest = comparison_levels(kappa, gamma)
    assert block[0] < min(block[1], rest)
    return kappa, block, min(block[1], rest)


def temple_optimum(gamma, mu, start):
    def negative_bound(p):
        a, b = p
        if not a > b > 0.05:
            return 1e3
        mean, square = moments(a, b, gamma)
        return 1e3 if mean >= mu - 1e-3 else -temple(mean, square, mu)
    res = minimize(negative_bound, start, method="Nelder-Mead",
                   options={"xatol": 1e-9, "fatol": 1e-12, "maxiter": 2000})
    assert res.success
    return res.x[0], res.x[1], -res.fun


def even_sector(gamma, m=0, nrad=25, lmax=14, lam=1.0):
    """Diagonalise H in stretched coordinates: Laguerre x even-l Legendre."""
    x, w = np.polynomial.laguerre.laggauss(80)
    r, wr = x / (2 * lam), w * np.exp(x) / (2 * lam)
    f, df = [], []
    for n in range(nrad):
        c = np.sqrt((2 * lam)**3 / ((n + 1) * (n + 2)))
        L = eval_genlaguerre(n, 2, x)
        dL = -eval_genlaguerre(n - 1, 3, x) if n else 0 * x
        f.append(c * r * L * np.exp(-lam * r))
        df.append(c * np.exp(-lam * r) * ((1 - lam * r) * L + 2 * lam * r * dL))
    f, df = np.array(f), np.array(df)
    assert np.allclose((f * wr) @ f.T, np.eye(nrad), atol=1e-8)
    kin, inv1, inv2 = (df * wr) @ df.T, (f * wr / r) @ f.T, (f * wr / r**2) @ f.T
    u, wu = np.polynomial.legendre.leggauss(100)
    ls = [l for l in range(0, lmax + 1, 2) if l >= m]
    Y = np.array([lpmv(m, l, u) for l in ls])
    Y /= np.sqrt((Y**2 * wu).sum(axis=1))[:, None]
    G = (Y * wu * angular_factor(u, gamma)) @ Y.T
    one = np.eye(len(ls))
    H = (np.kron(one, kin) - 2 * np.kron(G, inv1)
         + np.kron(np.diag([l * (l + 1.0) for l in ls]), inv2))
    return H, G, inv1, f, r, wr


# ---------- parameters: rough silicon-like values ----------
mt, ml, eps = 0.19, 0.92, 11.4
gamma = mt / ml
rydberg_meV = const.value("Rydberg constant times hc in eV") * 1e3 * mt / eps**2
bohr_nm = const.value("Bohr radius") * 1e9 * eps / mt

a, b, E_scaled = energy_optimum(gamma)
E, H2 = moments(a, b, gamma)
variance = H2 - E**2

# ---------- test: moments from symbolic derivatives and quadrature ----------
X, Y_, Z = sp.symbols("x y z", real=True)
sa, sb, sg = sp.symbols("a b g", positive=True)
psi = sp.exp(-sp.sqrt((X**2 + Y_**2) / sa**2 + Z**2 / sb**2))
Hpsi = (-sp.diff(psi, X, 2) - sp.diff(psi, Y_, 2) - sg * sp.diff(psi, Z, 2)
        - 2 * psi / sp.sqrt(X**2 + Y_**2 + Z**2))
f_psi = sp.lambdify((X, Y_, Z, sa, sb, sg), psi, "numpy")
f_Hpsi = sp.lambdify((X, Y_, Z, sa, sb, sg), Hpsi, "numpy")
xq, wq = np.polynomial.laguerre.laggauss(16)
uq, vq = np.polynomial.legendre.leggauss(80)
UU, XX = np.meshgrid(uq, xq, indexing="ij")
for ta, tb, tg in [(a, b, gamma), (1.1, 0.6, 0.35)]:
    t = np.sqrt((1 - UU**2) / ta**2 + UU**2 / tb**2)
    rr = XX / (2 * t)
    args = (rr * np.sqrt(1 - UU**2), 0.0, rr * UU, ta, tb, tg)
    local = f_Hpsi(*args) / f_psi(*args)
    weight = vq[:, None] * wq[None, :] * XX**2 / (2 * t)**3
    norm = weight.sum()
    direct = ((weight * local).sum() / norm, (weight * local**2).sum() / norm)
    assert np.allclose(direct, moments(ta, tb, tg), rtol=1e-7)

# ---------- test: one-variable optimum against a free search in a and b ------
free = minimize(lambda p: moments(p[0], p[1], gamma)[0] if p[0] > p[1] > 0.05
                else 1e3, [1.0, 0.7], method="Nelder-Mead",
                options={"xatol": 1e-9, "fatol": 1e-13})
assert abs(free.fun - E_scaled) < 1e-8 and abs(E - E_scaled) < 1e-9
assert np.allclose(free.x, [a, b], atol=1e-4)

# ---------- bounds ----------
kappa, block, mu = second_level_bound(gamma)
h = harmonic_gap(kappa, gamma)
mu_simple = -1 / (4 * gamma)
assert E < mu_simple < mu
low_simple = temple(E, H2, mu_simple)
low = temple(E, H2, mu)
a2, b2, low_best = temple_optimum(gamma, mu, [a, b])
E_second = moments(a2, b2, gamma)[0]

# ---------- test: hydrogenic radial matrix from its definition ----------
hyd = [lambda r: 2 * kappa**1.5 * r * np.exp(-kappa * r),
       lambda r: 2 * (kappa / 2)**1.5 * r * (1 - kappa * r / 2)
       * np.exp(-kappa * r / 2)]
for i in range(2):
    for j in range(2):
        val = quad(lambda r: hyd[i](r) * r * hyd[j](r), 0, 40, limit=200)[0]
        assert abs(val * kappa - R_MATRIX[i, j]) < 1e-7

# ---------- test: operator inequality, and its failure when inflated --------
H, G, inv1, f, r, wr = even_sector(gamma)
nl = G.shape[0]
B = 2 * np.kron(kappa * np.eye(nl) - G, inv1)
V = np.zeros((H.shape[0], 2))
for i in range(2):
    V[:f.shape[0], i] = (f * wr) @ hyd[i](r)
W = V @ (2 * h * kappa * np.linalg.inv(R_MATRIX)) @ V.T
assert np.linalg.eigvalsh(B - W)[0] > -1e-7
assert np.linalg.eigvalsh(B - 1.2 * W)[0] < -1e-3

# ---------- test: reference levels, their convergence, and the bracket ------
levels, vectors = eigh(H)
E0_ref, E1_ref = levels[:2]
coarse = np.linalg.eigvalsh(even_sector(gamma, nrad=20, lmax=10)[0])[:2]
change = np.abs(coarse - levels[:2]).max()
assert change < 5e-4
others = [np.linalg.eigvalsh(even_sector(gamma, m=m)[0])[0] for m in (1, 2)]
assert min(others) > E1_ref
assert mu_simple < mu < E1_ref
assert low_simple < low <= low_best < E0_ref < E

g2 = 0.5
p, q, _ = energy_optimum(g2)
mean2, square2 = moments(p, q, g2)
mu2 = second_level_bound(g2)[2]
ref2 = np.linalg.eigvalsh(even_sector(g2)[0])[:2]
assert mean2 < mu2 < ref2[1]
assert temple(mean2, square2, mu2) < ref2[0] < mean2

# ---------- test: a value of mu above E1 can give a false bound ----------
mix = np.sqrt(0.9) * vectors[:, 0] + np.sqrt(0.1) * vectors[:, 1]
mix_mean, mix_square = mix @ H @ mix, np.sum((H @ mix)**2)
false_bound = temple(mix_mean, mix_square, E1_ref + 0.2)
assert temple(mix_mean, mix_square, mu) < E0_ref < false_bound

# ---------- neglected effects, first order, lengths in effective Bohr radii --
screen_nm, lattice_nm, valley_fraction = 0.1, 0.543, 0.85
c = (a**2 * b)**(1 / 3)
n0 = 1 / (np.pi * c**3)
decay = bohr_nm / screen_nm
k0 = valley_fraction * 2 * np.pi / lattice_nm * bohr_nm


def element(q, d):
    """<exp(-d r) exp(i q.r)/r> in a spherical envelope of equal volume."""
    return 4 * np.pi * n0 / (q**2 + (d + 2 / c)**2)


def coupling(q):
    return 2 * (element(q, 0) + (eps - 1) * element(q, decay))


q_f, q_g = np.sqrt(2) * k0, 2 * k0
for d in (0.0, decay):
    val = quad(lambda r: 4 * np.pi * n0 / q_f * np.exp(-(d + 2 / c) * r)
               * np.sin(q_f * r), 0, 12 * c, limit=1000)[0]
    assert abs(val / element(q_f, d) - 1) < 1e-5


def ellipsoid_average(u):
    s = np.sqrt(a**2 * (1 - u**2) + b**2 * u**2)
    return 4 / (s * (2 + s * decay)**2)


intra_exact = 2 * (eps - 1) * quad(ellipsoid_average, 0, 1)[0]
intra_sphere = 2 * (eps - 1) * element(0, decay)
assert abs(intra_sphere / intra_exact - 1) < 0.08  # shape correction only
shift = intra_exact + 4 * coupling(q_f) + coupling(q_g)
eps_alt = 11.7
eps_change = -E * rydberg_meV * (1 - (eps / eps_alt)**2)
c_nm = c * bohr_nm
overlap_density = (0.25 / (c_nm * 1e-7))**3
field_kV_cm = -E * rydberg_meV / c_nm * 10  # 1 meV/nm = 10 kV/cm
kT = const.k / const.e * 1e3

# ---------- output ----------
R = rydberg_meV
print(f"transverse, longitudinal mass: {mt}, {ml} m0; eps = {eps}")
print(f"mass ratio gamma = {gamma:.5f}")
print(f"effective Rydberg = {R:.3f} meV")
print(f"effective Bohr radius = {bohr_nm:.3f} nm")
print(f"energy optimum: a = {a:.4f}, b = {b:.4f} a*, b/a = {b/a:.4f}")
print(f"energy optimum: a = {a*bohr_nm:.3f} nm, b = {b*bohr_nm:.3f} nm")
print(f"mean energy E = {E:.5f} Ry*")
print(f"mean square <H^2> = {H2:.5f} Ry*^2")
print(f"variance v = {variance:.5f} Ry*^2")
print(f"simple bound on E1 = {mu_simple:.5f} Ry*")
print(f"1/sqrt(gamma) = {1/np.sqrt(gamma):.5f}; chosen kappa = {kappa:.5f}")
print(f"harmonic gap h = {h:.5f}")
print(f"rank-two block levels = {block[0]:.5f}, {block[1]:.5f} Ry*")
print(f"untouched level -kappa^2/9 = {-kappa**2/9:.5f} Ry*")
print(f"sharper bound on E1, mu = {mu:.5f} Ry*")
print(f"Temple lower bound, simple mu = {low_simple:.5f} Ry*")
print(f"Temple lower bound, sharper mu = {low:.5f} Ry*")
print(f"bracket width, simple mu = {(E-low_simple)*R:.2f} meV")
print(f"bracket width, sharper mu = {(E-low)*R:.2f} meV")
print(f"width if E1 were known = {(E-temple(E,H2,E1_ref))*R:.2f} meV")
print(f"Temple optimum: a = {a2:.4f}, b = {b2:.4f} a*")
print(f"mean energy there = {E_second:.5f} Ry*")
print(f"best Temple lower bound = {low_best:.5f} Ry*")
print(f"final bracket = [{low_best*R:.2f}, {E*R:.2f}] meV")
print(f"final width = {(E-low_best)*R:.2f} meV")
print(f"reference E0 = {E0_ref:.4f} Ry* = {E0_ref*R:.2f} meV")
print(f"reference E1 = {E1_ref:.4f} Ry* = {E1_ref*R:.2f} meV")
print(f"reference change from smaller basis = {change:.1e} Ry*")
print(f"lowest even m=1, m=2 levels = {others[0]:.4f}, {others[1]:.4f} Ry*")
print(f"upper-bound error E-E0 = {(E-E0_ref)*R:.3f} meV")
print(f"lower-bound error E0-low = {(E0_ref-low_best)*R:.3f} meV")
print(f"gamma=0.5 bracket: {temple(mean2,square2,mu2):.4f}, {mean2:.4f} Ry*")
print(f"gamma=0.5 reference E0 = {ref2[0]:.4f} Ry*")
print(f"false bound, 10% E1 mixture, mu=E1+0.2: {false_bound:.4f} Ry*")
print(f"model screening length = {screen_nm} nm")
print(f"lattice constant = {lattice_nm} nm; valley at {valley_fraction} of 2pi/a")
print(f"central-cell intravalley lowering = {intra_exact*R:.1f} meV")
print(f"intervalley coupling, perpendicular pair = {coupling(q_f)*R:.1f} meV")
print(f"intervalley coupling, opposite pair = {coupling(q_g)*R:.1f} meV")
print(f"total singlet lowering, rough = {shift*R:.0f} meV")
print(f"binding loss for eps = {eps_alt}: {eps_change:.2f} meV")
print(f"thermal energy at 4.2 K, 300 K = {4.2*kT:.2f}, {300*kT:.1f} meV")
print(f"mean envelope radius = {c_nm:.2f} nm")
print(f"donor density with n^(1/3) radius = 0.25: {overlap_density:.1e} cm^-3")
print(f"field with drop E over mean radius = {field_kV_cm:.0f} kV/cm")
print("verified")
```

Output:

```
transverse, longitudinal mass: 0.19, 0.92 m0; eps = 11.4
mass ratio gamma = 0.20652
effective Rydberg = 19.891 meV
effective Bohr radius = 3.175 nm
energy optimum: a = 0.7475, b = 0.4286 a*, b/a = 0.5733
energy optimum: a = 2.373 nm, b = 1.361 nm
mean energy E = -1.56779 Ry*
mean square <H^2> = 2.57841 Ry*^2
variance v = 0.12043 Ry*^2
simple bound on E1 = -1.21053 Ry*
1/sqrt(gamma) = 2.20048; chosen kappa = 2.28932
harmonic gap h = 0.87620
rank-two block levels = -2.50559, -0.58233 Ry*
untouched level -kappa^2/9 = -0.58233 Ry*
sharper bound on E1, mu = -0.58233 Ry*
Temple lower bound, simple mu = -1.90489 Ry*
Temple lower bound, sharper mu = -1.69000 Ry*
bracket width, simple mu = 6.71 meV
bracket width, sharper mu = 2.43 meV
width if E1 were known = 2.13 meV
Temple optimum: a = 0.7404, b = 0.4742 a*
mean energy there = -1.55782 Ry*
best Temple lower bound = -1.60595 Ry*
final bracket = [-31.94, -31.19] meV
final width = 0.76 meV
reference E0 = -1.5700 Ry* = -31.23 meV
reference E1 = -0.4453 Ry* = -8.86 meV
reference change from smaller basis = 5.2e-07 Ry*
lowest even m=1, m=2 levels = -0.1946, -0.1320 Ry*
upper-bound error E-E0 = 0.044 meV
lower-bound error E0-low = 0.715 meV
gamma=0.5 bracket: -1.2566, -1.2411 Ry*
gamma=0.5 reference E0 = -1.2414 Ry*
false bound, 10% E1 mixture, mu=E1+0.2: -1.5515 Ry*
model screening length = 0.1 nm
lattice constant = 0.543 nm; valley at 0.85 of 2pi/a
central-cell intravalley lowering = 5.6 meV
intervalley coupling, perpendicular pair = 2.5 meV
intervalley coupling, opposite pair = 1.5 meV
total singlet lowering, rough = 17 meV
binding loss for eps = 11.7: 1.58 meV
thermal energy at 4.2 K, 300 K = 0.36, 25.9 meV
mean envelope radius = 1.97 nm
donor density with n^(1/3) radius = 0.25: 2.0e+18 cm^-3
field with drop E over mean radius = 158 kV/cm
verified
```
